# Converting redundant internal coordinates to Cartesians: convergence of the Gauss-Newton iteration, part 1

(Sections cited here and not found follow in the second part.)

A geometry optimizer that works in bond lengths, angles and dihedrals proposes new values \(q^*\) for them, but the next energy and force calculation needs Cartesian positions. The routine that finds those positions has to fix several things: what quantity it tests to decide that it has finished, whether it rebuilds its matrix at every pass, how it subtracts two dihedral angles, and what it does when the passes stop improving. A wrong stopping test may never fire, and a wrong subtraction can make the Cartesian step more than ten times too long (2.5 Å instead of 0.16 Å in the example below). Each choice follows from knowing what the iteration converges to and how fast.

## Coordinates and their derivatives

Let \(x\in\mathbb R^{3N}\) hold the positions of \(N\) atoms and let \(q(x)\in\mathbb R^m\) hold \(m\) primitive coordinates. The Wilson matrix is \(B_{ij}=\partial q_i/\partial x_j\), its \(i\)-th row written as a column is \(b_i\), and \(H_i=\nabla^2 q_i\) is the Hessian of primitive \(i\). The symbol \(H[u,v]\) is the \(m\)-vector with entries \(u^{\mathsf T}H_i v\). The algebra is in atomic units. The numbers use ångström and radians inside every norm, and input angles are quoted in degrees.

For a bond \(q=|x_i-x_j|\), differentiating \(q^2\) gives \(\partial q/\partial x_i=\hat u\) and \(\partial q/\partial x_j=-\hat u\), with \(\hat u\) the unit vector from \(j\) to \(i\).

For an angle \(\theta\) at atom \(j\), let \(\hat u,\hat v\) point from \(j\) to \(i\) and \(k\), at distances \(r_u,r_v\), so \(\cos\theta=\hat u\cdot\hat v\). Since \(\partial\hat u/\partial x_i=(1-\hat u\hat u^{\mathsf T})/r_u\), we have \(-\sin\theta\,\partial\theta/\partial x_i=(\hat v-\cos\theta\,\hat u)/r_u\), so
\[ g_i=\frac{\cos\theta\,\hat u-\hat v}{r_u\sin\theta},\qquad g_k=\frac{\cos\theta\,\hat v-\hat u}{r_v\sin\theta},\qquad g_j=-g_i-g_k , \]
where \(g_a=\partial\theta/\partial x_a\) and the last relation expresses invariance under translation.

For a dihedral \(i\text{-}j\text{-}k\text{-}l\), let \(b_1=x_j-x_i\), \(b_2=x_k-x_j\), \(b_3=x_l-x_k\), \(n_1=b_1\times b_2\), \(n_2=b_2\times b_3\), and
\[ \phi=\operatorname{atan2}\big(|b_2|\,b_1\cdot n_2,\; n_1\cdot n_2\big)\in(-\pi,\pi]. \]
Put \(b_2\) along \(z\) and atom \(i\) at azimuth zero. Then \(n_1\) points along \(+y\), \(n_2\) points along increasing azimuth at atom \(l\), and \(\phi\) is the azimuth of \(l\) minus that of \(i\). Atom \(i\) lies a distance \(|n_1|/|b_2|\) from the axis, so moving it by \(\delta\) along \(n_1\) lowers \(\phi\) by \(\delta|b_2|/|n_1|\). Moving \(l\) along \(n_2\) raises \(\phi\) in the same way. Hence
\[ g_i=-\frac{|b_2|\,n_1}{|n_1|^2},\qquad g_l=\frac{|b_2|\,n_2}{|n_2|^2}. \]
Invariance under a rotation \(\omega\) requires \(\sum_a g_a\cdot(\omega\times x_a)=\omega\cdot\sum_a x_a\times g_a=0\). With the origin at \(j\) this reads \(-b_1\times g_i+b_2\times g_k+(b_2+b_3)\times g_l=0\). The vectors \(g_i,g_l\) are perpendicular to \(b_2\), and so is \(g_k\), because sliding \(k\) along the axis moves neither plane. Write \(b_1=s\,b_2+b_{1\perp}\) and \(b_3=t\,b_2+b_{3\perp}\) with \(s=b_1\cdot b_2/|b_2|^2\), \(t=b_3\cdot b_2/|b_2|^2\). The products \(b_{1\perp}\times g_i\) and \(b_{3\perp}\times g_l\) lie along \(b_2\), so the part of the equation perpendicular to \(b_2\) is \(b_2\times[-s g_i+g_k+(1+t)g_l]=0\). The bracket is itself perpendicular to \(b_2\) and must vanish. Translation invariance then gives \(g_j\):
\[ g_k=s\,g_i-(1+t)\,g_l,\qquad g_j=-(1+s)\,g_i+t\,g_l . \]

All numbers refer to one model with round parameters: a chain A-B-C with two atoms D and E on C, bonds AB, BC, CD, CE of 1.00, 1.50, 1.10 and 1.20 Å, angles ABC, BCD, BCE, DCE, and dihedrals \(\phi_D\) (A-B-C-D) and \(\phi_E\) (A-B-C-E). That makes \(m=10\) primitives for \(3N-6=9\) degrees of freedom. The redundancy is explicit. Seen from C with the direction to B as polar axis, D has polar angle \(\alpha=\mathrm{BCD}\) and E has \(\beta=\mathrm{BCE}\), and their azimuths differ by \(\phi_D-\phi_E\). The dot product of the two unit vectors is \(\cos\gamma\) with \(\gamma=\mathrm{DCE}\), so every real geometry obeys
\[ g(q)=\cos\alpha\cos\beta+\sin\alpha\sin\beta\cos(\phi_D-\phi_E)-\cos\gamma=0 . \]
The start geometry \(x_0\) has ABC = 110°, BCD = 110°, BCE = 108°, \(\phi_D=170^\circ\), \(\phi_E=-70^\circ\), which fixes DCE = 109.948°. The rows of \(B\) above are tested there against finite differences of \(q\). The program and its output are printed after the text.

## First failure: \(B\) has no inverse

The naive scheme linearizes \(q(x+d)\approx q(x)+Bd\), sets this equal to \(q^*\), and solves \(Bd=r\) with \(r=q^*-q(x)\). This has neither a unique solution nor, in general, any solution. It is not unique because the three translations and three rotations leave \(q\) unchanged and so lie in the null space of \(B\). It need not exist because the rank of \(B\) is at most \(3N-6<m\), so its columns do not span \(\mathbb R^m\). From here on the assumption is that the rank equals \(3N-6\) in a neighbourhood of the solution, which means that the primitives describe every internal motion. In the model the largest, ninth and tenth singular values of \(B(x_0)\) are 2.7426, 0.7656 and \(1.9\times10^{-16}\), so the rank is 9 with a wide gap.

The repair is to minimize \(|r-Bd|^2\) and to take the shortest minimizer. Let \(B=U\Sigma V^{\mathsf T}\) keep only the \(3N-6\) nonzero singular values, so that \(U^{\mathsf T}U=V^{\mathsf T}V=1\). The matrix \(P=UU^{\mathsf T}\) projects on the range of \(B\). Because \((1-P)r\) is orthogonal to that range,
\[ |r-Bd|^2=|(1-P)r|^2+|U^{\mathsf T}r-\Sigma V^{\mathsf T}d|^2 . \]
The first term does not depend on \(d\). The second vanishes when \(V^{\mathsf T}d=\Sigma^{-1}U^{\mathsf T}r\), and adding any rigid motion to \(d\) only lengthens it. So \(d=B^+r\) with \(B^+=V\Sigma^{-1}U^{\mathsf T}\). Two other forms are equal to it. With \(G=BB^{\mathsf T}=U\Sigma^2U^{\mathsf T}\), \(B^{\mathsf T}G^+=V\Sigma U^{\mathsf T}U\Sigma^{-2}U^{\mathsf T}=B^+\). With \(A=B^{\mathsf T}B=V\Sigma^2V^{\mathsf T}\), \(A^+B^{\mathsf T}=V\Sigma^{-2}\Sigma U^{\mathsf T}=B^+\). Also \(BB^+=P\), and \(B^+B=VV^{\mathsf T}=1-\Pi\), where \(\Pi\) projects on the rigid motions.

One such step leaves an error because \(q\) is curved, so it is repeated with fresh \(B\) and \(r\):
\[ x\leftarrow\Phi(x)=x+B^+(x)\,r(x)=x+A^+B^{\mathsf T}r . \]
This is the Gauss-Newton method for \(f(x)=\tfrac12|r|^2\). Since \(\partial r_i/\partial x_j=-B_{ij}\),
\[ \nabla f=-B^{\mathsf T}r,\qquad \nabla^2 f=B^{\mathsf T}B-S,\qquad S=\sum_i r_iH_i , \]
where \(S\) comes from differentiating \(B_{ij}\) in \(-\sum_i B_{ij}r_i\). Newton's method would invert \(A-S\). Gauss-Newton drops \(S\) and steps by \(-A^+\nabla f\). The order of convergence therefore depends on whether \(S\) vanishes at the limit.

## Consistent targets: second order

A target is consistent if \(q^*=q(x^*)\) for some geometry. All rigidly moved copies of \(x^*\) serve equally, so choose the copy nearest to the current \(x\) and set \(e=x-x^*\). Being nearest makes \(e\) orthogonal to the translations and to the rotations \(\Omega x^*\), where \(\Omega\) is the antisymmetric \(3N\times3N\) matrix that applies \(\omega\times\) to each atom. It is then also orthogonal to the rotations at \(x\), since \(e^{\mathsf T}\Omega x=e^{\mathsf T}\Omega x^*+e^{\mathsf T}\Omega e=0+0\), the second zero by antisymmetry. Thus \(B^+Be=e\) with \(B=B(x)\). Expanding \(q(x^*)=q(x-e)\) about \(x\),
\[ r=-Be+\tfrac12H[e,e]+O(e^3),\qquad d=B^+r=-e+\tfrac12B^+H[e,e]+O(e^3). \]
The new error is \(e'=e+d=\tfrac12B^+H[e,e]+O(e^3)\). The new residual is \(-B(x+d)\,e'+O(e'^2)\). Replacing \(B(x+d)\) by \(B\) costs \(O(e)\times O(e^2)\), and replacing \(e\) by \(-d\) inside the quadratic form costs the same order, so
\[ r_{\rm new}=-\tfrac12\,P\,H[d,d]+O(d^3). \]
Since \(|d|\le|r|/\sigma_{\min}\), with \(\sigma_{\min}\) the smallest nonzero singular value, \(|r_{\rm new}|\) is bounded by a constant times \(|r|^2\): convergence is quadratic from a close enough start. The bound on the constant grows as \(\sigma_{\min}^{-2}\) and with the size of the \(H_i\).

The formula is tested as a vector. From a random displacement of \(10^{-3}\) Å off an exact solution, one step gives \(|r_{\rm new}|=2.7089\times10^{-7}\) against the predicted \(2.7078\times10^{-7}\). From \(10^{-4}\) Å it gives \(2.7084\times10^{-9}\) against \(2.7083\times10^{-9}\). A tenfold smaller error gives a residual smaller by \(10^{2.0001}\).

For a full run the target is the geometry with ABC = 113°, BCD = 114°, BCE = 105°, DCE = 105.525°, \(\phi_D=-175^\circ\), \(\phi_E=-60^\circ\), with dihedral differences taken the short way round the circle. The residual norms are \(0.3396\), \(1.428\times10^{-2}\), \(4.906\times10^{-5}\), \(4.883\times10^{-10}\), and then round-off. For the second pass, \((1.428\times10^{-2})^2=2.039\times10^{-4}\) and \(4.906\times10^{-5}/2.039\times10^{-4}=0.241\). The three ratios \(|r_{k+1}|/|r_k|^2\) are 0.124, 0.241 and 0.203. They need not be equal, because \(PH[d,d]\) depends on the direction of \(d\), which changes from pass to pass.

## Second failure: the residual does not go to zero

The naive stopping test is \(|r|<\epsilon\). It assumes a consistent target, and an optimizer working in redundant coordinates in general does not produce one. The realizable values \(q(x)\) form a curved manifold of dimension \(3N-6\) in \(\mathbb R^m\). The optimizer's step is projected on the tangent plane at the start, \(q^*=q_0+s\) with \(s=P_0\Delta q\), and a straight move along a tangent leaves the surface unless the surface is straight along that direction.

For one redundancy the distance can be computed. Differentiating \(g(q(x))=0\) gives \(B^{\mathsf T}\nabla g=0\). The left null space of \(B\) has dimension \(m-(3N-6)=1\), so \(n=\nabla g/|\nabla g|\) spans it and \(P=1-nn^{\mathsf T}\). With \(g''\) the Hessian of \(g\) in \(q\), and using \(g(q_0)=0\) and \(\nabla g\cdot s=0\), we get \(g(q^*)=\tfrac12 s^{\mathsf T}g''s+O(s^3)\). A fixed point of \(\Phi\) has \(B^+r^*=0\), which is \(U^{\mathsf T}r^*=0\), the same as \(B^{\mathsf T}r^*=0\). The residual is normal to the manifold, \(r^*=\lambda\nabla g\). Then \(0=g(q^*-\lambda\nabla g)=g(q^*)-\lambda|\nabla g|^2+O(\lambda^2)\), so \(\lambda=g(q^*)/|\nabla g|^2\) to leading order and
\[ |r^*|=\frac{|s^{\mathsf T}g''s|}{2|\nabla g|}+O(s^3), \]
with \(g''\) and \(\nabla g\) taken at \(q_0\). Along a fixed direction with \(s^{\mathsf T}g''s\neq0\) the relative correction is \(O(s)\).

In the model the raw step in BCD, BCE, DCE, \(\phi_D,\phi_E\) is 15°, 15°, 5°, 15°, 35°. Projection turns it into 14.445°, 14.424°, 3.848°, 14.052°, 35.948°, of norm 0.7650 rad. The targets are then 124.445°, 122.424°, 113.796°, 184.052° and −34.052°. The iteration ends at 121.581°, 119.536°, 110.411°, −177.485° (which is 182.515°) and −32.515°. The residuals are 2.864°, 2.888°, 3.385°, 1.537° and −1.537°, their squares add to \(8.20+8.34+11.46+2.36+2.36=32.72\), and the root is 5.72°, which is the printed \(|r^*|=0.099834\) rad. Bonds and ABC do not enter \(g\) and are met exactly. The two dihedral residuals are opposite because \(g\) depends on \(\phi_D-\phi_E\) only. The limit is tested against an independent solution of the Lagrange equations \(q-q^*+\lambda\nabla g=0\), \(g=0\), which involve no Cartesian coordinates.

With the step scaled by 0.01, \(|r^*|=1.0000\times10^{-5}\) rad against the predicted \(9.9900\times10^{-6}\), an excess of 0.10 % of the prediction. At 0.005 the values are \(2.4988\times10^{-6}\) and \(2.4975\times10^{-6}\), an excess of 0.05 %, halved as an \(O(s)\) correction should be. The fitted power of the step length is 2.0007. Scaling the prediction back to the full step gives \(9.99\times10^{-6}\times10^4=0.0999\) rad, within 0.1 % of the true value. This is closer than the first correction alone would allow, since 0.10 % at scale 0.01 extrapolates to about 10 %. Higher orders must offset it in this example, and the agreement should not be expected elsewhere.

The quantity that does vanish is \(Pr=Bd\), so it is the one to test. The coordinates actually reached differ from \(q^*\) by \(r^*\), so a quasi-Newton update must use \(q(x_{\rm new})-q_0\) as its step and not \(s\). Dihedral differences in it must follow the actual turn: here \(\phi_D\) turns by \(182.5^\circ-170^\circ=12.5^\circ\), while plain subtraction of the atan2 values gives \(-347.5^\circ\).

## Inconsistent targets: first order

The rate follows from the Jacobian of \(\Phi=x+A^+B^{\mathsf T}r\) at a fixed point \(x^*\). At constant rank \(A^+\) is smooth: \(A+\Pi\) is invertible, \(A^+=(A+\Pi)^{-1}-\Pi\), and \(\Pi\) is built from six explicit vectors that vary smoothly with \(x\). In the product rule the derivative of \(A^+\) multiplies \(B^{\mathsf T}r^*=0\) and drops out. The derivative of \(B^{\mathsf T}r=-\nabla f\) is \(S-A\). With \(A^+A=1-\Pi\),
\[ \Phi'(x^*)=1+A^+(S-A)=\Pi+A^+S . \]

The rigid motions must be separated. For a translation \(t\), \(b_i^{\mathsf T}t=0\) holds at every \(x\), and its gradient is \(H_it=0\), so \(St=0\). For a rotation, \(b_i^{\mathsf T}\Omega x=0\) holds at every \(x\), and its gradient is \(H_i\Omega x+\Omega^{\mathsf T}b_i=0\). Multiplying by \(r_i\) and summing,
\[ S\,\Omega x=-\Omega^{\mathsf T}B^{\mathsf T}r , \]
which vanishes at the fixed point and in general nowhere else. Both facts are tested: \(S\) annihilates the rotations at the limit and does not at the start geometry. So \(S\Pi=0\), and \(\Pi S=0\) by symmetry. On rigid motions \(\Phi'\) is the identity, giving six unit eigenvalues. On the internal space it is \(A^+S\), with eigenvalues \(\mu\) defined by
\[ Sv=\mu\,B^{\mathsf T}B\,v . \]
They are real, being the eigenvalues of the symmetric matrix \(\Sigma^{-1}V^{\mathsf T}SV\Sigma^{-1}\), and the vectors \(Bv\) are orthogonal.

The unit eigenvalues do no harm. For a rigid motion \(x\to Rx+t\), invariance of \(q\) gives \(B(Rx+t)R=B(x)\), hence \(B^+(Rx+t)=RB^+(x)\) and \(\Phi(Rx+t)=R\Phi(x)+t\). The iteration acts on shapes, regardless of placement. For the shape error measured by \(|Be|\), orthogonality of the \(Bv\) gives
\[ |Be_{k+1}|\le\rho\,|Be_k|+C\,|Be_k|^2,\qquad \rho=\max|\mu| , \]
with \(C\) a constant from the second derivative of \(\Phi\). If \(\rho<1\) and the start is close, the shape converges, the steps shrink geometrically, and their sum converges to one placement. For a start with a component along the dominant mode the asymptotic order is one and the ratio is \(\rho\). The quadratic term dominates while \(|Be|>\rho/C\), so the first passes can look like Newton's method. An order above one from every nearby start requires all \(\mu\) to vanish, which for a symmetric matrix means \(S=0\). That happens when \(r^*=0\), and also for a flat redundancy, such as one primitive listed twice with two different targets.

For one mode \(d=(\mu-1)e\), so to leading order near the limit \(|Be|\le|Pr|/(1-\mu_{\max})\). There a small \(|Pr|\) means a small shape error, unless \(\mu_{\max}\) is close to 1.

Near a solution the iteration converges quadratically for consistent targets, while for inconsistent ones the residual stays finite, \(|Pr|\) is the quantity to test, and convergence is in general linear with ratio \(\rho\) when \(\rho<1\). What remains is the geometric meaning of that ratio, the effect of metrics, damping at repelling minima, cheaper variants, the subtraction of dihedrals, and the complete scheme with its limits.
